# Born charges and the polarisation of an open-circuit film: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Polarisation of an open-circuit film with fixed ionic displacements.

Result under test: P = P0 / eps_inf, with P0 = Z* e u / volume.
  u        displacement of cation A relative to anion group B, along z
  Z*       Born charge of A (defined at zero macroscopic field)
  eps_inf  electronic (clamped-ion) dielectric constant along z
  D        displacement field, zero for an open-circuit film without free charge
Model: neutral layers, each with one A and one B orbital per lateral cell, two
electrons per cell, hopping between A and B of adjacent layers, and the Coulomb
interaction of laterally uniform Gaussian sheets.
Internal units: angstrom, eV, elementary charge; D and P in e/angstrom^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.special import erf

CELL = 4.0             # layer spacing, angstrom
AREA = 16.0            # lateral cell area, angstrom^2
DELTA = 1.6            # site energies are +DELTA (A) and -DELTA (B), eV
HOP = 0.8              # hopping between adjacent layers, eV
BETA = 7.0             # hopping varies as exp(-BETA * (distance - CELL) / CELL)
CORE_A = 4.0           # core charge of A; B has 2 - CORE_A
WIDTH = 0.5            # Gaussian width of a charge sheet, angstrom
COULOMB = const.e / const.epsilon_0 * 1e10      # e/eps0 in V angstrom
VOLUME = CELL * AREA
TO_UC_CM2 = const.e * 1e20 * 100                # e/angstrom^2 to uC/cm^2
TO_MV_CM = 100.0                                # V/angstrom to MV/cm


def closed_formulas(hop):
    """Static charge, hopping part of the Born charge, and eps_inf."""
    theta = 2 * np.pi * np.arange(2000) / 2000
    w = np.sqrt(DELTA**2 + (2 * hop * np.cos(theta))**2)
    static = CORE_A - np.mean(1 - DELTA / w)
    dynamic = 4 * DELTA * hop**2 * BETA * np.mean(np.sin(theta)**2 / w**3)
    polarisability = 2 * DELTA**2 * hop**2 * CELL**2 * np.mean(np.sin(theta)**2 / w**5)
    return static, dynamic, 1 + COULOMB * polarisability / VOLUME


def berry_dipole(u, hop, points=800):
    """Dipole per bulk cell at zero field from the discretised Berry phase."""
    k = 2 * np.pi * np.arange(points) / (points * CELL)
    coupling = hop * (np.exp(BETA * u / CELL + 1j * k * CELL)
                      + np.exp(-BETA * u / CELL - 1j * k * CELL))
    h = np.zeros((points, 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = DELTA, -DELTA
    h[:, 0, 1], h[:, 1, 0] = coupling, coupling.conj()
    lower = np.linalg.eigh(h)[1][:, :, 0]
    shift = np.exp(-1j * (k[1] - k[0]) * np.array([u, 0.0]))
    overlap = np.sum(lower.conj() * np.roll(lower, -1, axis=0) * shift, axis=1)
    centre = -CELL / (2 * np.pi) * np.angle(np.prod(overlap / abs(overlap)))
    return CORE_A * u - 2 * centre


def film(cells, u, d_field=0.0, hop=HOP, width=WIDTH, field_on=True):
    """Self-consistent finite film: dipole, potential on sites, orbital energies."""
    layer = (np.arange(cells) - (cells - 1) / 2) * CELL
    z = np.concatenate([layer + u, layer])
    core = np.repeat([CORE_A, 2 - CORE_A], cells)
    h = np.diag(np.repeat([DELTA, -DELTA], cells))
    for n in range(cells - 1):
        up, down = hop * np.exp(BETA * u / CELL), hop * np.exp(-BETA * u / CELL)
        h[n, cells + n + 1] = h[cells + n + 1, n] = up
        h[n + 1, cells + n] = h[cells + n, n + 1] = down
    dz = z[:, None] - z[None, :]
    pair_width = np.sqrt(2) * width
    mean_distance = (dz * erf(dz / (np.sqrt(2) * pair_width))
                     + pair_width * np.sqrt(2 / np.pi) * np.exp(-dz**2 / (2 * pair_width**2)))
    kernel = -0.5 * COULOMB / AREA * mean_distance * (1.0 if field_on else 0.0)
    number = np.repeat([0.2, 1.8], cells)
    for _ in range(60):
        phi = kernel @ (core - number) - COULOMB * d_field * z
        energy, orbital = np.linalg.eigh(h - np.diag(phi))
        occupied, empty = orbital[:, :cells], orbital[:, cells:]
        residual = 2 * np.sum(occupied**2, axis=1) - number
        pairs = (occupied[:, :, None] * empty[:, None, :]).reshape(2 * cells, -1)
        gaps = (energy[:cells, None] - energy[None, cells:]).ravel()
        response = 4 * (pairs / gaps) @ pairs.T
        number = number + np.linalg.solve(np.eye(2 * cells) - response @ kernel, residual)
        if np.max(abs(residual)) < 1e-10:
            break
    else:
        raise RuntimeError("film did not reach self-consistency")
    phi = kernel @ (core - number) - COULOMB * d_field * z
    return np.sum((core - number) * z), phi, energy


def interior_polarisation(u, d_field=0.0, sizes=(16, 24), **options):
    """Dipole gained per added volume; surface contributions cancel."""
    small, large = (film(n, u, d_field, **options)[0] for n in sizes)
    return (large - small) / ((sizes[1] - sizes[0]) * VOLUME)


def close(value, target, tolerance):
    return abs(value / target - 1) < tolerance


# Linear regime: the tolerance covers terms of relative order u^2.
U_TEST, TOL = 1e-3, 3e-4
checks = []
for hop in (0.4, HOP):
    static, dynamic, eps = closed_formulas(hop)
    born = static + dynamic
    p0 = born * U_TEST / VOLUME
    berry = (berry_dipole(U_TEST, hop) - berry_dipole(-U_TEST, hop)) / (2 * U_TEST)
    assert close(berry, born, TOL)
    d_small = 1e-4
    eps_film = 1 / (1 - interior_polarisation(0.0, d_small, hop=hop) / d_small)
    assert close(eps_film, eps, 1e-3)
    p_open = interior_polarisation(U_TEST, hop=hop)
    assert close(p_open, p0 / eps, TOL)
    p_no_field = interior_polarisation(U_TEST, hop=hop, field_on=False)
    assert close(p_no_field, p0, TOL)
    for fraction in (0.5, 1.0):
        p_fixed = interior_polarisation(U_TEST, fraction * p0, hop=hop)
        assert close(p_fixed, (p0 + (eps - 1) * fraction * p0) / eps, TOL)
    phi = film(24, U_TEST, hop=hop)[1][24:]
    assert close(-(phi[12] - phi[11]) / CELL, -COULOMB * p0 / eps, TOL)
    checks.append((hop, berry, born, eps_film, eps, p0 / p_open, p_no_field / p0))
assert close(interior_polarisation(U_TEST, width=0.3), interior_polarisation(U_TEST), TOL)

# Worked example
U, CELLS, TEMPERATURE = 0.005, 10, 300.0
BREAKDOWN_ROUGH = 3.0       # MV/cm, rough scale for a thin oxide film
U_THERMAL_ROUGH = 0.1       # angstrom, rough thermal amplitude
STRIPE_PERIOD = 80.0        # angstrom
static, dynamic, eps = closed_formulas(HOP)
born = static + dynamic
gap = 2 * DELTA
thickness = CELLS * CELL
p0 = U * born / VOLUME
p_linear = p0 / eps
p_inside = interior_polarisation(U)
p_shift = interior_polarisation(U, sizes=(12, 16)) / p_inside - 1
dipole, phi, energy = film(CELLS, U)
p_average = dipole / (CELLS * VOLUME)
field = COULOMB * p_linear
drop = COULOMB * dipole / AREA
assert drop < gap
assert close(p_inside, p_linear, 0.01)

# Thermal carriers of the finite film
kt = const.k * TEMPERATURE / const.e
middle = (energy[CELLS - 1] + energy[CELLS]) / 2
carriers = 2 * np.sum(1 / (np.exp((energy[CELLS:] - middle) / kt) + 1)) / AREA * 1e16

# Changes of the coefficients at a displacement of thermal size, near zero field
d_hold, step, sizes = born * U_THERMAL_ROUGH / VOLUME, 1e-5, (10, 14)
p_plus, p_minus = (interior_polarisation(U_THERMAL_ROUGH, d_hold + s, sizes=sizes)
                   for s in (step, -step))
eps_large = 1 / (1 - (p_plus - p_minus) / (2 * step))
p_mean = (p_plus + p_minus) / 2
p0_large = p_mean - (eps_large - 1) * (d_hold - p_mean)

# Sinusoidal stripe domains: formula against a numerical boundary-value solution
q = 2 * np.pi / STRIPE_PERIOD
x = q * thickness / 2
stripe_ratio = 1 - (eps - 1) / (eps * np.cosh(x) + np.sinh(x))
mesh = np.linspace(0, thickness / 2, 50)
solution = solve_bvp(lambda s, y: np.vstack([y[1], q**2 * y[0]]),
                     lambda a, b: np.array([a[0], eps * b[1] + q * b[0] - 1]),
                     mesh, np.zeros((2, mesh.size)), tol=1e-8)
assert solution.success
assert close(1 - (eps - 1) * solution.sol(0)[1], stripe_ratio, 1e-5)

print("TESTS in the linear regime, u = %.2f pm" % (U_TEST * 100))
for hop, berry, z_formula, eps_film, eps_formula, ratio, unscreened in checks:
    print("hopping %.1f eV:" % hop)
    print("  Born charge, Berry phase / formula: %.4f / %.4f" % (berry, z_formula))
    print("  eps_inf, film / formula: %.4f / %.4f" % (eps_film, eps_formula))
    print("  P0/P in open-circuit film: %.4f" % ratio)
    print("  P/P0, electrons feel no field: %.5f" % unscreened)
print("EXAMPLE inputs")
print("layer spacing: %.2f nm; lateral area: %.2f nm^2" % (CELL / 10, AREA / 100))
print("Delta: %.1f eV; hopping: %.1f eV; beta: %.1f" % (DELTA, HOP, BETA))
print("core charges A, B: %+.0f, %+.0f e" % (CORE_A, 2 - CORE_A))
print("sheet width: %.2f nm" % (WIDTH / 10))
print("cells: %d; thickness: %.1f nm" % (CELLS, thickness / 10))
print("displacement u: %.2f pm; bulk gap: %.2f eV" % (U * 100, gap))
print("EXAMPLE results")
print("static charge of A: %.3f e" % static)
print("hopping part of Born charge: %.3f e" % dynamic)
print("Born charge: %.3f e; Callen charge: %.3f e" % (born, born / eps))
print("eps_inf: %.3f" % eps)
print("naive polarisation P0: %.4f uC/cm2" % (p0 * TO_UC_CM2))
print("P0/eps_inf: %.4f uC/cm2" % (p_linear * TO_UC_CM2))
print("self-consistent interior P: %.4f uC/cm2" % (p_inside * TO_UC_CM2))
print("P averaged over whole film: %.4f uC/cm2" % (p_average * TO_UC_CM2))
print("depolarising field magnitude: %.3f MV/cm" % (field * TO_MV_CM))
print("wrong field P0/eps0: %.3f MV/cm" % (COULOMB * p0 * TO_MV_CM))
print("voltage across film: %.3f V" % drop)
print("free sheet charge restoring P0: %.3e e/cm2" % (p0 * 1e16))
print("SIZE of corrections and limits")
print("interior P, nonlinear shift: %.3f %%" % (100 * (p_inside / p_linear - 1)))
print("interior P, shift with smaller films: %.4f %%" % (100 * p_shift))
print("whole-film average vs interior: %.2f %%" % (100 * (p_average / p_inside - 1)))
print("rough breakdown field (input): %.1f MV/cm" % BREAKDOWN_ROUGH)
print("field / rough breakdown field: %.2f" % (field * TO_MV_CM / BREAKDOWN_ROUGH))
print("thickness where voltage equals gap: %.1f nm" % (gap / field / 10))
print("same for u = %.0f pm (linear): %.2f nm"
      % (U_THERMAL_ROUGH * 100, gap / field * U / U_THERMAL_ROUGH / 10))
print("orbital gap of the film: %.3f eV" % (energy[CELLS] - energy[CELLS - 1]))
print("thermal electrons at %.0f K: %.1e /cm2" % (TEMPERATURE, carriers))
print("rough thermal amplitude (input): %.0f pm" % (U_THERMAL_ROUGH * 100))
print("  eps_inf at that uniform displacement: %.3f" % eps_large)
print("  P0 there / linear P0: %.4f" % (p0_large / d_hold))
print("stripe period (input): %.1f nm" % (STRIPE_PERIOD / 10))
print("  mid-film P/P0 at crest: %.3f; uniform film: %.3f" % (stripe_ratio, 1 / eps))
print("verified")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 134, in <module>
    p_inside = interior_polarisation(U)
               ^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 91, in interior_polarisation
    small, large = (film(n, u, d_field, **options)[0] for n in sizes)
    ^^^^^^^^^^^^
  File "check.py", line 91, in <genexpr>
    small, large = (film(n, u, d_field, **options)[0] for n in sizes)
                    ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 84, in film
    raise RuntimeError("film did not reach self-consistency")
RuntimeError: film did not reach self-consistency
```

Likely cause: The fault lay in the starting charges of the film solver, not in the physics. They put the same charge on every layer and contained no electronic screening, so at u = 0.5 pm the first iteration saw about 5 V across the 24-cell film, more than the 3.2 eV gap, and the electron levels crossed; the converged film has only about 1.6 V. The solver now starts from electrons that feel no electrostatic potential and raises the strength of the potential in ten steps to its full value, solving for self-consistency at each step. The equations solved at full strength, the tested quantities, the tolerances and the example parameters are unchanged.

The change:

```diff
@@ -55,5 +55,10 @@
 
 def film(cells, u, d_field=0.0, hop=HOP, width=WIDTH, field_on=True):
-    """Self-consistent finite film: dipole, potential on sites, orbital energies."""
+    """Self-consistent finite film: dipole, potential on sites, orbital energies.
+
+    The electrostatic potential is raised from zero to full strength in steps.
+    Each step starts from the charges of the one before, so that the voltage
+    stays below the gap during the iterations as well as in the solution.
+    """
     layer = (np.arange(cells) - (cells - 1) / 2) * CELL
     z = np.concatenate([layer + u, layer])
@@ -68,20 +73,23 @@
     mean_distance = (dz * erf(dz / (np.sqrt(2) * pair_width))
                      + pair_width * np.sqrt(2 / np.pi) * np.exp(-dz**2 / (2 * pair_width**2)))
-    kernel = -0.5 * COULOMB / AREA * mean_distance * (1.0 if field_on else 0.0)
-    number = np.repeat([0.2, 1.8], cells)
-    for _ in range(60):
-        phi = kernel @ (core - number) - COULOMB * d_field * z
-        energy, orbital = np.linalg.eigh(h - np.diag(phi))
-        occupied, empty = orbital[:, :cells], orbital[:, cells:]
-        residual = 2 * np.sum(occupied**2, axis=1) - number
-        pairs = (occupied[:, :, None] * empty[:, None, :]).reshape(2 * cells, -1)
-        gaps = (energy[:cells, None] - energy[None, cells:]).ravel()
-        response = 4 * (pairs / gaps) @ pairs.T
-        number = number + np.linalg.solve(np.eye(2 * cells) - response @ kernel, residual)
-        if np.max(abs(residual)) < 1e-10:
-            break
-    else:
-        raise RuntimeError("film did not reach self-consistency")
-    phi = kernel @ (core - number) - COULOMB * d_field * z
+    full_kernel = -0.5 * COULOMB / AREA * mean_distance
+    number = np.ones(2 * cells)     # has no influence: the first strength is zero
+    for strength in (np.linspace(0, 1, 11) if field_on else [0.0]):
+        kernel = strength * full_kernel
+        external = -strength * COULOMB * d_field * z
+        for _ in range(60):
+            phi = kernel @ (core - number) + external
+            energy, orbital = np.linalg.eigh(h - np.diag(phi))
+            occupied, empty = orbital[:, :cells], orbital[:, cells:]
+            residual = 2 * np.sum(occupied**2, axis=1) - number
+            pairs = (occupied[:, :, None] * empty[:, None, :]).reshape(2 * cells, -1)
+            gaps = (energy[:cells, None] - energy[None, cells:]).ravel()
+            response = 4 * (pairs / gaps) @ pairs.T
+            number = number + np.linalg.solve(np.eye(2 * cells) - response @ kernel, residual)
+            if np.max(abs(residual)) < 1e-10:
+                break
+        else:
+            raise RuntimeError("film did not reach self-consistency")
+    phi = kernel @ (core - number) + external
     return np.sum((core - number) * z), phi, energy
 
```

After the repair:

```
TESTS in the linear regime, u = 0.10 pm
hopping 0.4 eV:
  Born charge, Berry phase / formula: 4.7488 / 4.7488
  eps_inf, film / formula: 2.5402 / 2.5400
  P0/P in open-circuit film: 2.5401
  P/P0, electrons feel no field: 1.00000
hopping 0.8 eV:
  Born charge, Berry phase / formula: 6.5043 / 6.5043
  eps_inf, film / formula: 5.6624 / 5.6622
  P0/P in open-circuit film: 5.6624
  P/P0, electrons feel no field: 1.00000
EXAMPLE inputs
layer spacing: 0.40 nm; lateral area: 0.16 nm^2
Delta: 1.6 eV; hopping: 0.8 eV; beta: 7.0
core charges A, B: +4, -2 e
sheet width: 0.05 nm
cells: 10; thickness: 4.0 nm
displacement u: 0.50 pm; bulk gap: 3.20 eV
EXAMPLE results
static charge of A: 3.835 e
hopping part of Born charge: 2.670 e
Born charge: 6.504 e; Callen charge: 1.149 e
eps_inf: 5.662
naive polarisation P0: 0.8141 uC/cm2
P0/eps_inf: 0.1438 uC/cm2
self-consistent interior P: 0.1437 uC/cm2
P averaged over whole film: 0.1734 uC/cm2
depolarising field magnitude: 1.624 MV/cm
wrong field P0/eps0: 9.195 MV/cm
voltage across film: 0.783 V
free sheet charge restoring P0: 5.081e+12 e/cm2
SIZE of corrections and limits
interior P, nonlinear shift: -0.065 %
interior P, shift with smaller films: 0.0000 %
whole-film average vs interior: 20.68 %
rough breakdown field (input): 3.0 MV/cm
field / rough breakdown field: 0.54
thickness where voltage equals gap: 19.7 nm
same for u = 10 pm (linear): 0.99 nm
orbital gap of the film: 2.789 eV
thermal electrons at 300 K: 4.7e-09 /cm2
rough thermal amplitude (input): 10 pm
  eps_inf at that uniform displacement: 6.148
  P0 there / linear P0: 1.0267
stripe period (input): 8.0 nm
  mid-film P/P0 at crest: 0.718; uniform film: 0.177
verified
```
